Stress-Free Oxidation of a Cylinder: Diffusion, Reaction and the Planar Limit

A long solid cylinder (a wire), or a long cylindrical hole in a large solid, is oxidised from its free surface. The oxidant enters the oxide, diffuses through it and reacts where the oxide meets the unoxidised core material. The reaction interface is at radius a(t) and the free oxide surface at radius b(t). At t = 0 there is no oxide, and both radii equal a0. For a wire b > a. For a hole b < a, and "core" then means the solid around the hole. A sign covers both cases:

σ = +1 for a wire, σ = −1 for a hole.

The oxide thickness is x = σ(b − a). The other quantities are:

- C(r), the concentration of dissolved oxidant, and C*, its value in equilibrium with the gas;
- D, the oxidant diffusivity in the oxide;
- k, the reaction coefficient: the reaction consumes kC(a) molecules per unit interface area and time;
- h, the surface transfer coefficient: h[C* − C(b)] molecules enter per unit surface area and time;
- N, the number of oxidant molecules bound in unit volume of oxide;
- β > 1, the oxide volume formed per unit volume of core consumed.

"Stress-free" means here that D, k, h and C* are constants which stress does not change. The oxide is incompressible and flows freely, and the body does not lengthen along its axis, so all expansion is in the cross-section. Dissolved oxidant is dilute compared with bound oxidant, C*/N ≪ 1.

**(a) Treat the diffusion as steady at given a and b. Find the oxidant flux F per unit interface area, and compare it with the flux through a flat oxide of the same thickness.**

Let J(r) be the flux density directed towards the interface. Concentration rises from the interface to the free surface, which is the direction of increasing r for a wire and of decreasing r for a hole. Fick's law therefore reads

J(r) = σ D dC/dr.

No oxidant is lost inside the oxide, and in a steady state none accumulates. The same number of molecules per unit length crosses every circle, so 2πrJ(r) does not depend on r. Write

rJ(r) = Q, so that dC/dr = σQ/(Dr).

Integration from a to b gives

C(b) − C(a) = (σQ/D) ln(b/a) = (Q/D)|ln(b/a)|,

because ln(b/a) has the sign σ. The two boundary conditions are

Q = a k C(a), hence C(a) = Q/(ak),
Q = b h [C* − C(b)], hence C* − C(b) = Q/(bh).

The unknown concentrations drop out when the three differences are added:

C* = [C* − C(b)] + [C(b) − C(a)] + C(a)
= Q [1/(bh) + |ln(b/a)|/D + 1/(ak)].

The flux at the interface is F = J(a) = Q/a. Multiplying the bracket by a gives

F = C* / R, with R = 1/k + a/(bh) + (a/D)|ln(b/a)|.

The terms of R are resistances in series, all referred to unit area of the interface. The factor a/b in the transfer term appears because the free surface has a different area from the interface.

A flat oxide of thickness x has the resistance 1/k + 1/h + x/D. For a wire b = a + x, and since ln(1 + u) < u for u > 0,

a ln(1 + x/a) < x and a/b < 1.

For a hole b = a − x, and since −ln(1 − u) > u for 0 < u < 1,

−a ln(1 − x/a) > x and a/b > 1.

At equal thickness the wire interface thus receives more oxidant than a flat one, and the hole interface less. The oxidant converges on a wire and spreads out on its way to the wall of a hole. For D/k = 50 nm, D/h = 20 nm, a = 80 nm and x = 50 nm, numerical solution of the diffusion problem gives fluxes of 1.186 (wire) and 0.660 (hole) times the flat value. Both agree with the formula.

**(b) Find the speed of the interface, the relation between a and b, and the rate at which the oxide thickens.**

In a time dt the interface moves by |da| into the core. Per unit interface area this consumes a core volume |da| and forms an oxide volume β|da|, which binds Nβ|da| molecules. They are supplied by F dt. The interface speed is therefore

v = −σ da/dt = F/(βN).

The minus sign with σ makes v positive in both cases: a falls for a wire and grows for a hole.

The oxide cross-section is β times the core cross-section consumed. For a wire,

b² − a² = β(a0² − a²),

and for a hole both sides change sign. In either case

b² = βa0² − (β − 1)a².

Differentiation gives b db = −(β − 1)a da, so

σ db/dt = (β − 1)(a/b)(−σ da/dt) = (β − 1)(a/b)v.

The thickness x = σ(b − a) grows at the rate

dx/dt = σ db/dt − σ da/dt = v[1 + (β − 1)a/b]
= (F/N) [1 + (β − 1)a/b]/β.

On a flat surface a/b → 1 and the last factor is 1, so dx/dt = F/N. On a cylinder it differs from 1. The new oxide pushes the older oxide to a circle of another circumference, where the same area makes a layer of another thickness. The factor is below 1 for a wire and above 1 for a hole.

**(c) Find the time needed for the interface to reach the radius a.**

From v = C*/(βNR), the time for a step is dt = (βN/C*) R |da|. Let s be the running interface radius and b(s) the surface radius belonging to it. Then

t = (βN/C*) σ ∫ₐ^{a0} [1/k + s/(h b(s)) + σ(s/D) ln(b(s)/s)] ds.

For a hole the factor σ = −1 reverses the limits, as it should. The reaction term gives σ(a0 − a)/k = |a0 − a|/k.

In the transfer term, s ds/b = −db/(β − 1) by part (b). As s runs from a to a0, the surface radius runs from b to a0, so

σ ∫ₐ^{a0} s ds/b(s) = −σ(a0 − b)/(β − 1) = |b − a0|/(β − 1).

In the diffusion term σ² = 1, which leaves the integral

I = ∫ₐ^{a0} s ln(b(s)/s) ds.

Use squared radii, u = s²/a0² and w = b(s)²/a0² = β − (β − 1)u. Then s ds = a0² du/2 and ln(b/s) = (ln w − ln u)/2. With the end values U = a²/a0² and W = b²/a0²,

I = (a0²/4) ∫_U^1 (ln w − ln u) du.

Since du = −dw/(β − 1), and w = 1 at u = 1,

∫_U^1 ln w du = [1/(β − 1)] ∫_1^W ln w dw = (W ln W − W + 1)/(β − 1),

−∫_U^1 ln u du = −[u ln u − u]_U^1 = 1 + U ln U − U.

The volume balance says W − 1 = (β − 1)(1 − U). The term −(W − 1)/(β − 1) from the first line therefore equals −(1 − U) and cancels 1 − U from the second. What remains is

I = (a0²/4)[W ln W/(β − 1) + U ln U]
= ½[b² ln(b/a0)/(β − 1) + a² ln(a/a0)],

where ln W = 2 ln(b/a0) and ln U = 2 ln(a/a0) were used. The time law is

t = (βN/C*) { |a0 − a|/k + |b − a0|/[(β − 1)h] + [b² ln(b/a0)/(β − 1) + a² ln(a/a0)]/(2D) }.

It gives t explicitly for a chosen a; to find a at a given time it is solved numerically. Direct integration of the two boundary velocities reproduces it for both a wire and a hole. If oxidation is resumed on a body that was bare at radius a0 and has already reached a = a1, the further time is t(a) − t(a1).

**(d) Let a0 become large at a fixed consumed depth. Find the limiting growth law and the first effect of curvature.**

Let δ = |a0 − a| be the consumed depth and e = σδ/a0, so that a = a0(1 − e). Define

p = 1 − U = 2e − e², which gives W = 1 + (β − 1)p.

The expansion (1 + z) ln(1 + z) = z + z²/2 − z³/6 + …, used with z = (β − 1)p and with z = −p, yields

W ln W/(β − 1) = p + (β − 1)p²/2 − (β − 1)²p³/6 + …,
U ln U = −p + p²/2 + p³/6 + ….

The linear terms cancel. Because 1 − (β − 1)² = β(2 − β), the sum is

βp²/2 + β(2 − β)p³/6 = (βp²/2)[1 + (2 − β)p/3].

Now p² = 4e²(1 − e + …) and p = 2e + …, so

I = (a0²/4)(β/2)(4e²)[1 − e + 2(2 − β)e/3 + …]
= (βδ²/2)[1 − (2β − 1)σδ/(3a0) + …].

At leading order I = βδ²/2. Also b = a0[1 + (β − 1)p/2 + …], so |b − a0| → (β − 1)δ, and the thickness is x → δ + (β − 1)δ = βδ. The time law becomes

t = (βN/C*)[δ/k + δ/h + βδ²/(2D)]
= (N/C*)[x/k + x/h + x²/(2D)].

Multiplication by 2DC*/N gives the Deal-Grove law for an initially bare surface,

x² + Ax = Bt, with A = 2D(1/k + 1/h) and B = 2DC*/N.

The condition for this limit is x ≪ a0. The bracket in I shows the first correction: for a given consumed depth, the diffusion part of the time is shorter for a wire and longer for a hole, by the fraction (2β − 1)δ/(3a0). The transfer part changes in the same sense, by the fraction βδ/(2a0), and the reaction part does not change.

Thickness behaves differently from consumed depth. Take a wire under pure diffusion control and set y = x/a. The ratio of its thickness rate to the rate DC*/(Nx) of a flat oxide of the same thickness is

[y/ln(1 + y)] · [1 + (β − 1)/(1 + y)]/β
= (1 + y/2 + …)[1 − (β − 1)y/β + …]
= 1 + (1/β − 1/2)y + ….

The first factor is the larger flux, the second the spreading of the oxide. To this order they balance at β = 2. Rates taken from the time law by finite differences give slopes of 0.056 for β = 1.8 and −0.045 for β = 2.2, in agreement with 1/β − 1/2. Under pure reaction control F = kC* at any curvature, and the spreading factor alone makes the wire's oxide thicken more slowly. A modestly thinner oxide on a wire than on a flat surface is therefore not, by itself, evidence that stress slows the oxidation. The size of this geometric effect is limited. Under pure diffusion control with β = 2.2 the rate ratio above falls only about 0.3 % below 1, returns to 1 at y ≈ 0.31 and exceeds 1 beyond, so the wire's oxide ends up thicker than the flat one. With the values of part (f), where the reaction resistance matters, the wire's oxide is at most about 7 % thinner than the flat one at the same time.

**(e) Follow the wire until its core is gone and the hole until it is closed. Does the wire interface slow down throughout?**

At a = 0 the volume balance gives b = √β a0. Since a² ln(a/a0) → 0, and (√β − 1)/(β − 1) = 1/(√β + 1), the wire is fully converted after

t_wire = (βN/C*) { a0/k + a0/[(√β + 1)h] + βa0² ln β/[4(β − 1)D] }.

The hole closes when b = 0, that is at a = a_c = a0√[β/(β − 1)]. Then b² ln(b/a0) → 0 and

t_hole = (βN/C*) { (a_c − a0)/k + a0/[(β − 1)h] + a_c² ln(a_c/a0)/(2D) }.

This is finite although R diverges as b → 0. Near closure the transfer term a/(bh) exceeds the logarithm, so v → C*hb/(βNa). The free surface then moves at the speed (β − 1)(a/b)v → (β − 1)hC*/(βN), which does not vanish. The interface stops while the opening still shrinks at a finite speed. This regime begins only when b ln(a/b) < D/h. For the values of part (f) that means an opening radius below 0.07 nm, less than the size of an atom, so there the limit is a property of the equations and not a prediction for a real hole. In a real hole the gas must also reach the narrowing opening, and the model leaves this supply out.

For the wire, differentiate the diffusion resistance, using db/da = −(β − 1)a/b:

d/da [a ln(b/a)] = ln(b/a) − 1 − (β − 1)a²/b².

At a = a0 this equals −β, so the resistance at first rises as a falls. For a → 0 the derivative tends to +∞. In between it decreases steadily with a, because b/a does. It therefore has one zero, and the diffusion resistance has a single maximum where

ln(b/a) = 1 + (β − 1)a²/b².

For β = 2.2 this lies at a/a0 = 0.453. At smaller a the fall in interface area, and so in the oxidant needed, outweighs the thickening of the oxide, and the diffusion resistance declines. As a → 0 both a ln(b/a) and a/b vanish, and v → kC*/(βN), the speed set by the reaction alone. The transfer resistance a/(bh) falls throughout, because a/b does. At a = a0 its derivative is β/(a0h), so the full resistance has dR/da = β[1/(a0h) − 1/D] there. If D/h < a0 this is negative and the interface slows down at first; if D/h > a0 it speeds up at first. (For β > 2 and D/h only slightly above a0, within about 0.2 % for β = 2.2, it then slows down for a while.) In both cases dR/da → +∞ as a → 0, so the interface speeds up at the end, and the answer is no. The last stage should not be trusted once the core is a few atoms wide, where a constant k and a sharp interface lose their meaning. Stress may make the model fail well before that, as part (g) explains. Thin silicon wires oxidised at temperatures where the oxide is stiff do the opposite of what this model predicts: their oxidation slows until it nearly stops and a core remains.

**(f) Evaluate the model for a0 = 100 nm, β = 2.2, D = 2.5 × 10⁹ nm²/h, k = 5 × 10⁷ nm/h, h = 5 × 10⁹ nm/h and C*/N = 2 × 10⁻⁶.**

These are round model parameters, not data for a particular material. They give D/k = 50 nm, D/h = 0.5 nm, and

A = 2(50 + 0.5) nm = 101 nm,
B = 2 × 2.5 × 10⁹ × 2 × 10⁻⁶ nm²/h = 10⁴ nm²/h.

After 1 h a flat surface carries an oxide of thickness

x = ½[−101 + √(101² + 4 × 10⁴)] nm = 61.5 nm,

and has lost 61.5/2.2 = 28.0 nm of core.

For the wire at 1 h the time law gives a = 69.65 nm and b = 127.19 nm. To check this, multiply the terms in braces by D:

reaction: 50 × 30.35 = 1518 nm²,
transfer: 0.5 × 27.19/1.2 = 11 nm²,
diffusion: ½[127.19² ln(1.2719)/1.2 + 69.65² ln(0.6965)] = 744 nm².

The sum is 2273 nm². The prefactor is βN/(C*D) = 2.2/(5000 nm²/h) = 4.4 × 10⁻⁴ h/nm², and the product is 1.00 h.

The wire has lost 30.3 nm of core, more than the flat surface, yet its oxide is thinner, 57.5 nm. The hole has lost less, 25.2 nm, and has a thicker oxide, 68.5 nm. This is the spreading effect of part (b). It is a result for the stress-free model. On real silicon at usual oxidation temperatures the oxide on a concave surface is found to be thinner than on a flat one, which geometry alone does not give.

The resistances at 1 h, multiplied by D, are

wire: 50.0 + 0.3 + 41.9 = 92.2 nm,
hole: 50.0 + 1.1 + 99.3 = 150.4 nm.

The interface speeds are 24.6 nm/h for the wire and 15.1 nm/h for the hole. With the thickness factors 0.753 and 1.660, the oxides thicken at 40.8 and 55.2 nm/h. The hole's oxide thickens faster although its interface is slower.

The wire interface starts at 45.0 nm/h, falls to 22.5 nm/h at a = 45.5 nm and tends to 45.5 nm/h as the core vanishes. The final speed is slightly above the first because the transfer resistance, present at the start, disappears as a/b → 0.

Full conversion of the wire takes 3.80 h, against 7.06 h for a flat surface to lose the same 100 nm. The hole closes after 2.02 h with a = 135.4 nm; a flat surface loses the same 35.4 nm in 1.39 h. At these depths curvature is no small correction. The numerical output also lists the states at 0.5 h and 1.5 h.

**(g) When is the steady diffusion profile justified, and where would stress enter?**

The concentration adjusts across the oxide in a time of order x²/D. Under diffusion control the oxide needs about x²/B = x²N/(2DC*) to grow. The ratio of the two times is of order C*/N, so the profile follows the moving boundaries closely when C*/N ≪ 1.

A transient calculation for a wire tests this. It includes the motion of the oxide and the filling of new oxide with dissolved oxidant. With a0 = 100 nm, D/k = 50 nm and D/h = 20 nm, starting from the steady profile at a = 95 nm, the time to reach a = 50 nm exceeds the steady-profile result by 0.68 % for C*/N = 0.02 and by 0.34 % for C*/N = 0.01. The error is proportional to C*/N in this range. Scaled down to C*/N = 2 × 10⁻⁶ it would be about 7 × 10⁻⁷ of the time, which is negligible.

Stress is a separate restriction. In incompressible radial flow, r times the radial velocity is the same at all r in the oxide. At the free surface that velocity is db/dt = σ(β − 1)(a/b)v, so at radius r it is σ(β − 1)av/r. A ring of oxide therefore changes its circumference at the relative rate

σ(β − 1)av/r².

Rings around a wire are stretched and rings inside a hole are compressed. The rate is greatest at the interface of a wire and at the free surface of a hole, and there it grows without bound as the core vanishes or the hole closes. An oxide with finite viscosity resists this deformation, and stress arises. The final stages in part (e) are therefore where the stress-free model is least secure. The results above hold as long as that stress is too small to change the coefficients.

If it is not, the matching of part (a) still shows where the changes enter. For a diffusivity D(r) that varies through the oxide, with C* uniform, the term |ln(b/a)|/D is replaced by |∫ₐᵇ dr/[rD(r)]|, while k takes its value at the stressed interface. The flux then depends on the stress, and the stress depends on the growth rate through v. The two must be solved together, and the closed time law of part (c) no longer applies.

Calculated quantities

```
initial radius a0 = 100 nm, volume ratio beta = 2.2
D = 2.50e+09 nm^2/h, k = 5.0e+07 nm/h, h = 5.0e+09 nm/h
C*/N = 2.0e-06
D/k = 50.00 nm, D/h = 0.50 nm
planar A = 101.0 nm, planar B = 10000 nm^2/h
t = 0.5 h, flat: consumed 16.54 nm, oxide 36.39 nm
t = 0.5 h, wire: a = 82.83 nm, b = 117.33 nm, consumed 17.17 nm, oxide 34.50 nm
t = 0.5 h, hole: a = 115.81 nm, b = 76.85 nm, consumed 15.81 nm, oxide 38.96 nm
t = 1.0 h, flat: consumed 27.97 nm, oxide 61.53 nm
t = 1.0 h, wire: a = 69.65 nm, b = 127.19 nm, consumed 30.35 nm, oxide 57.54 nm
  D x resistance (nm): reaction 50.00, transfer 0.274, diffusion 41.94, sum 92.22
  interface speed 24.65 nm/h, thickness factor 0.7533, dx/dt 40.84 nm/h
t = 1.0 h, hole: a = 125.15 nm, b = 56.61 nm, consumed 25.15 nm, oxide 68.54 nm
  D x resistance (nm): reaction 50.00, transfer 1.105, diffusion 99.28, sum 150.39
  interface speed 15.11 nm/h, thickness factor 1.6604, dx/dt 55.20 nm/h
t = 1.5 h, flat: consumed 37.26 nm, oxide 81.98 nm
t = 1.5 h, wire: a = 57.81 nm, b = 134.13 nm, consumed 42.19 nm, oxide 76.32 nm
t = 1.5 h, hole: a = 131.41 nm, b = 35.72 nm, consumed 31.41 nm, oxide 95.69 nm
wire speed at start: 45.00 nm/h
wire speed minimum: 22.46 nm/h at a = 45.45 nm
wire speed as a -> 0: 45.45 nm/h
diffusion resistance alone peaks at a/a0 = 0.4532
wire fully converted: t = 3.799 h, final b = 148.32 nm
flat surface, same consumed depth 100 nm: t = 7.062 h
hole closed: t = 2.020 h, final a = 135.40 nm
flat surface, same consumed depth 35.40 nm: t = 1.393 h
test case: D/k = 50 nm, D/h = 20 nm, a = 80 nm, x = 50 nm
  flux relative to flat: wire 1.1864, hole 0.6601
thickness-rate curvature slope, beta = 1.8: 0.0558 (formula 0.0556)
thickness-rate curvature slope, beta = 2.2: -0.0451 (formula -0.0455)
transient time excess at C*/N = 0.02: 0.679 %
transient time excess at C*/N = 0.01: 0.339 %
excess scaled linearly to C*/N = 2e-06: 6.8e-07 (relative)
```
